# Image-Charge Lowering of a Schottky Barrier and Its Limits, part 2

A first-principles calculation gives the height $\phi_B$ of the conduction-band edge at a metal contact above the metal's Fermi level, without the attraction between an emitted electron and the metal. The question is when to subtract a correction for this image attraction, and how large it is.

The metal fills $x<0$ and an n-type semiconductor of relative permittivity $\kappa$ fills $x>0$. Formulas are in Hartree atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$). The potential energy $V$ is measured from the band edge at the contact without image attraction. The image energy is $-1/(4\kappa x)$, and $F>0$ is the outward force of the band bending on an electron at the contact. In a uniform field, $V=-Fx-1/(4\kappa x)$ has its top at $x_m=1/(2\sqrt{\kappa F})$, where

$$
V''(x_m)=-\frac{2Fx_m^2}{x_m^3}=-\frac{2F}{x_m}<0 . \tag{12}
$$

The top is lowered by $\Delta=2Fx_m=\sqrt{F/\kappa}$, so the barrier is $\phi_{\rm eff}=\phi_B-\Delta$. Small changes obey

$$
\frac{d\Delta}{\Delta}=\frac12\frac{dF}{F}-\frac12\frac{d\kappa}{\kappa}. \tag{15}
$$

For electrons that cross the top classically and are not scattered back, the current is proportional to

$$
\int_{\phi_{\rm eff}}^\infty e^{-E_x/kT}\,dE_x
=kT\,e^{-\phi_{\rm eff}/kT}, \tag{17}
$$

where $E_x$ is the energy of motion along $x$, measured from the metal's Fermi level. Its ratio to the current $J_0$ without image attraction is

$$
\frac{J}{J_0}=e^{\Delta/kT}. \tag{18}
$$

If the image plane lies a distance $d$ inside the semiconductor, the lowering is

$$
\Delta_d=\sqrt{\frac F\kappa}+Fd . \tag{21}
$$

For uniform donor density $N$ and no mobile electrons in $0<x<W$, the band-bending energy $V_d$ obeys $V_d''=4\pi N/\kappa$ and is

$$
V_d(x)=-Fx+\frac{Fx^2}{2W}. \tag{23}
$$

The total band bending is $\psi=FW/2$, and

$$
F=\sqrt{\frac{8\pi N\psi}{\kappa}},\qquad
\Delta=\sqrt{\frac F\kappa}=\left(\frac{8\pi N\psi}{\kappa^3}\right)^{1/4}. \tag{24}
$$

At reverse bias $V_R$, $\psi=\phi_B-\zeta+eV_R$, where $\zeta=kT\ln(N_c/N)$ is the height of the bulk band edge above the bulk Fermi level. For silicon's six valleys, with longitudinal mass $m_l$ and transverse masses $m_t$,

$$
N_c=12\left(\frac{m\,kT}{2\pi}\right)^{3/2},\qquad m=(m_lm_t^2)^{1/3}. \tag{25}
$$

### The effect of the falling field

Adding the image energy to (23) gives the potential near a real depletion layer. Use $y=x/x_m$ and $s=x_m/W$. Since $Fx_m=\Delta/2$ and $1/(4\kappa)=Fx_m^2$,

$$
\frac{V}{\Delta}=-\frac12\left(y+\frac1y-\frac{s y^2}{2}\right),\qquad
s=\frac{\Delta}{2F}\,\frac{F}{2\psi}=\frac{\Delta}{4\psi}. \tag{26}
$$

At a stationary point $1-1/y^2-sy=0$. For small $s$ put $y=1+\eta$. To first order $2\eta-s=0$, so $\eta=s/2$. The top moves outward because the opposing field is weaker there. To second order, $y+1/y=2+\eta^2$ and $sy^2/2=s/2+s\eta$. The bracket in (26) becomes

$$
2+\frac{s^2}{4}-\frac s2-\frac{s^2}{2}=2-\frac s2-\frac{s^2}{4}, \tag{27}
$$

and the lowering is

$$
\Delta_W=\Delta\left(1-\frac s4-\frac{s^2}{8}+O(s^3)\right). \tag{28}
$$

Direct maximization at $s=0.02$, $0.05$ and $0.1$ differed from the terms shown by less than $0.5s^3$ relative to $\Delta$. The square-root law is thus the leading result for $x_m\ll W$.

The stationary condition can be written $s=1/y-1/y^3$. The right side has zero slope when $-1/y^2+3/y^4=0$, at $y=\sqrt3$, where it reaches its largest value $2/(3\sqrt3)=0.3849$. For larger $s$ the potential has no interior maximum. A numerical scan found a maximum at 0.99 times this value and none at 1.01 times it. The maximum stops being the barrier before it disappears. Its depth $\Delta_W$ exceeds the band bending $\psi=\Delta/(4s)$ once $s$ is above about 0.27, and the bulk band edge is then the highest level an emitted electron must reach. Near flat band, however, complete depletion is itself a poor assumption, since it requires $\psi\gg kT$.

### A contact on n-type silicon

Take $\phi_B=0.70$ eV, $N=10^{16}$ cm$^{-3}$, $\kappa=11.7$, $m_l=0.98$, $m_t=0.19$ and $T=300$ K. These are rough typical values for a rectifying metal contact on (100) silicon. Equation (25) gives $N_c=2.83\times10^{19}$ cm$^{-3}$. With $kT=25.85$ meV, the zero-bias band bending is

$$
\psi_0=0.70-0.02585\ln\frac{2.832\times10^{19}}{10^{16}}=0.4945\ {\rm eV}. \tag{29}
$$

At a reverse bias of 5 V, $\psi=5.4945$ eV. In units of eV and nm each Coulomb energy carries the factor $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, and the doping is $10^{-5}$ nm$^{-3}$. Then

$$
F=\sqrt{\frac{8\pi(1.440)(10^{-5})(5.4945)}{11.7}}
=0.01304\ {\rm eV/nm}, \tag{30}
$$

which corresponds to 0.1304 MV/cm. The lowering and the position of the top are

$$
\Delta=\sqrt{\frac{(1.440)(0.01304)}{11.7}}=0.0401\ {\rm eV},\qquad
x_m=\frac{\Delta}{2F}=1.54\ {\rm nm}. \tag{31}
$$

The barrier falls from 0.700 to 0.660 eV, and the classical current grows by $e^{40.06/25.85}=4.71$. The same steps at other biases give:

| Reverse bias (V) | Field (MV/cm) | $x_m$ (nm) | $\Delta$ (meV) | $e^{\Delta/kT}$ |
|---:|---:|---:|---:|---:|
| 0 | 0.039 | 2.81 | 21.9 | 2.34 |
| 1 | 0.068 | 2.13 | 28.9 | 3.06 |
| 5 | 0.130 | 1.54 | 40.1 | 4.71 |
| 20 | 0.252 | 1.11 | 55.7 | 8.61 |

At zero bias the last column describes the emission from the metal alone; the opposite flow balances it, and the net current is zero.

The depletion width at 5 V is 843 nm, so $s=1.536/842.9=0.0018$. Equation (28) predicts a reduction of 0.046%, and direct maximization of the full profile gives the same figure. At zero bias $s=2.805/252.9=0.011$, and the reduction is 0.28%. Since the reduction shrinks as the bias rises, the directly computed lowering grows slightly faster than $\sqrt F$: its fitted logarithmic slope over the four biases is 0.5014.

### Electrons in the depletion edge

Some mobile electrons remain near $x=W$. Let $v=V_d+\psi$ be the height of the band edge above its bulk value, and let the electron density be $Ne^{-v/kT}$. Poisson's equation becomes

$$
v''=\frac{4\pi N}{\kappa}\left(1-e^{-v/kT}\right). \tag{32}
$$

Multiply by $v'$ and integrate from the bulk, where $v=v'=0$, to the contact, where $v=\psi$ and $v'=-F$:

$$
F^2=\frac{8\pi N}{\kappa}\left[\psi-kT+kTe^{-\psi/kT}\right]. \tag{33}
$$

For $\psi\gg kT$ the tail replaces $\psi$ by $\psi-kT$ in the field. Numerical integration of (32) confirmed this replacement to a relative accuracy of $10^{-5}$ in $F$ at all four biases. Because $\Delta\propto\psi^{1/4}$, the relative change of the lowering is about $-kT/(4\psi)$. It is $-0.12\%$ at 5 V and about $-1.3\%$ at zero bias.

### Tunnelling near the top

Equation (18) lets no electron through below the top and reflects none above it. A semiclassical estimate replaces this step by a transmission $P(E)$. At a depth $\eta_E$ below the top, with normal mass $m_x$,

$$
P=\frac{1}{1+e^{2S}},\qquad
S=\int_{x_1}^{x_2}\sqrt{2m_x[V(x)-E]}\,dx, \tag{34}
$$

where $V(x_1)=V(x_2)=E$. This form tends to $e^{-2S}$ deep below the top and to one half at the top. Near the top the barrier is an inverted parabola with $m_x\omega^2=2F/x_m$, by (12). The integral is then the area of a half-ellipse with semi-axes $\sqrt{2m_x\eta_E}$ and $\sqrt{2\eta_E/(m_x\omega^2)}$, so $S=\pi\eta_E/\omega$. Above the top this expression is continued with negative $\eta_E$. The current relative to classical emission over the lowered barrier is

$$
G=\frac1{kT}\int P(E)\,e^{-(E-E_{\rm top})/kT}\,dE . \tag{35}
$$

The integral starts at the metal's Fermi level. It uses the uniform-field barrier and omits the reflection caused by the abrupt change of potential and mass at the metal junction. $G$ is therefore a semiclassical tunnelling factor and not the full quantum correction.

On a (100) surface, four valleys have normal mass 0.19 and two have 0.98. The transverse integral gives each valley a weight proportional to the square root of the product of its two transverse masses. The total weights are $4\sqrt{(0.19)(0.98)}=1.726$ and $2(0.19)=0.38$. At 5 V the factors are 1.378 for the light normal mass and 1.070 for the heavy one, so

$$
G=\frac{1.726(1.378)+0.38(1.070)}{1.726+0.38}=1.32. \tag{36}
$$

Within this estimate, tunnelling acts like an extra lowering $kT\ln G=7.2$ meV, or 18% of $\Delta$. The number shows that quantum effects matter, but it shouldn't be used as a correction. For the light mass $\hbar\omega$ is about 82 meV, larger than both $\Delta$ and $kT$, so the semiclassical form isn't reliable here. Reflection at the metal junction also reduces the current and can outweigh the gain from tunnelling, which makes the net correction negative. The classical current factors in the table describe only the height of the top. They shouldn't be read as ratios of actual currents with and without image attraction, because tunnelling and reflection also occur at the unlowered barrier.

### Other limits of the model

**Image plane.** At 5 V, a displacement of 0.1 nm into the semiconductor changes the lowering by 1.3 meV, about 3% of $\Delta$. The correction is linear in $d$, so an effective displacement of 1 nm would add 13 meV.

**Discrete donors.** The mean donor spacing $N^{-1/3}$ is 46.4 nm. One donor straight ahead at that distance, together with its image, produces 0.88% of $F$ at the contact at 5 V. By (15) this corresponds to 0.44% of $\Delta$. It is a scale and not a bound. The field grows as the inverse square of the distance for a closer donor, and randomly placed donors together can change the local field by a few per cent at 5 V. The relative scatter varies as $1/F$, so it is about three times larger at zero bias.

**Response time.** A thermal flux has mean normal speed $\sqrt{\pi kT/(2m_x)}$. At this speed, an electron with the light mass covers a distance $x_m$ in about 7.9 fs. The lower potential between the metal and the top shortens the actual time somewhat. The time $\hbar/E_g$, with a rough gap $E_g=1.12$ eV, is 0.59 fs. This supports an electronic permittivity that follows the electron. In a polar semiconductor the lattice part may lag. The image term then needs a smaller permittivity $\kappa_i$, while the depletion field keeps the static one, and $\Delta=\sqrt{F/\kappa_i}$.

**Temperature.** At 400 K, with the doping, bias, masses, permittivity and $\phi_B$ held fixed, $\Delta$ is 39.9 meV. It hardly changes, because the change in $\zeta$ is small beside $\psi$. The classical factor falls to 3.18 because $kT$ is larger, and the semiclassical tunnelling factor falls to 1.16.

**Breakdown.** With a rough breakdown field of 0.4 MV/cm, the contact reaches 33% of it at 5 V and 63% at 20 V. These fractions refer to a flat contact.

### Comparison with real contacts

The example lies in the regime of a lightly doped silicon Schottky diode, where the image correction is tens of meV and the barrier is several tenths of an eV. Real contacts have edges, where the field can exceed the planar value. If the local field is doubled, $\Delta$ rises by $\sqrt2$, from 40 to 57 meV. Real interfaces can also have barriers that vary from place to place, and the present model doesn't describe this. Nor does it describe charge in interface states, which makes $\phi_B$ itself depend on the field. That effect adds a lowering linear in the field, of the same form as $Fd$ in (21); an effective length of 1 nm gives 13 meV at 5 V, a third of $\Delta$.

A source or drain contact in a transistor is a different case, because its doping is far higher. Scaling the zero-bias example to $10^{20}$ cm$^{-3}$ at fixed $\psi$ reduces $W$ by 100, to 2.5 nm, and $x_m$ by 10, to 0.28 nm. The latter is an atomic distance, where a continuous dielectric is no longer justified. The doping also exceeds $N_c$, so Boltzmann statistics fail, and the thin barrier calls for a tunnelling calculation. Subtracting $\sqrt{F/\kappa}$ from $\phi_B$ is not an adequate description of such a contact.

For the lightly doped contact, a computed flat-band barrier should be lowered once for the image attraction, at the field of interest, before it is used in a classical thermal-emission model. This rule takes $\phi_B$ as independent of the field; any field dependence from interface states has to be added separately. If the device model already contains image lowering, it should receive the uncorrected $\phi_B$. The same holds for a quantum transmission calculation whose potential includes the image term. If a barrier deduced from a current at finite field is read as the height of the classical top, it should be raised by $\Delta$ before it is compared with the computed one. Tunnelling and reflection can shift the deduced value by an amount comparable with $kT$ or larger, depending on the field and on how the barrier is deduced, so a closer comparison needs a quantum calculation of the transmission that includes the metal. Scattering back over the top and the finite drift velocity in the depletion layer, both left out of (17), reduce the current further and also shift the deduced value. The numerical output below gives the values for each bias.

## Values computed for the example and the checks

```
image energy times distance (kappa=1): -0.25000 a.u.
critical ratio x_top/W: 0.3849
relative permittivity: 11.7
barrier without image charge: 0.70 eV
donor density: 1.0e+16 cm^-3
temperature: 300 K, kT: 25.85 meV
silicon masses: 0.98 (long.), 0.19 (trans.) m_e
conduction-band density: 2.832e+19 cm^-3
zero-bias band bending: 0.4945 eV
bias 0 V: field 0.0391 MV/cm, W 252.9 nm
  top at 2.805 nm (law), 2.821 nm (direct)
  lowering 21.940 meV (law), 21.878 meV (direct)
  lowered barrier 0.6781 eV, current factor 2.34
bias 1 V: field 0.0680 MV/cm, W 439.6 nm
  top at 2.127 nm (law), 2.132 nm (direct)
  lowering 28.927 meV (law), 28.892 meV (direct)
  lowered barrier 0.6711 eV, current factor 3.06
bias 5 V: field 0.1304 MV/cm, W 842.9 nm
  top at 1.536 nm (law), 1.538 nm (direct)
  lowering 40.056 meV (law), 40.038 meV (direct)
  lowered barrier 0.6599 eV, current factor 4.71
bias 20 V: field 0.2518 MV/cm, W 1628.0 nm
  top at 1.105 nm (law), 1.106 nm (direct)
  lowering 55.666 meV (law), 55.657 meV (direct)
  lowered barrier 0.6443 eV, current factor 8.61
log slope of direct lowering against field: 0.5014
neglected effects at 5 V:
  falling field: -0.0456 % of lowering
  mobile-electron tail: -0.118 % of lowering
  tunnelling current factor, transverse mass: 1.378
  tunnelling current factor, longitudinal mass: 1.070
  tunnelling current factor, valley average: 1.323
  equivalent extra lowering: 7.23 meV
  image plane moved 0.1 nm: 1.30 meV
  mean donor spacing: 46.4 nm
  field of one donor and its image there: 0.88 % of maximum
  rough breakdown field: 0.4 MV/cm, fraction reached: 0.33
  donors / band density: 3.53e-04
  transit time over x_top: 7.92 fs
  response time hbar/gap (gap 1.12 eV): 0.59 fs
  at 400 K: lowering 39.903 meV, current factor 3.18
  at 400 K: tunnelling factor 1.161
```
